\section*{Why a Thick Substrate Dilutes an Electrocaloric Film's Temperature Change}

\section{The question}

A ferroelectric film one micrometre thick lies on a substrate 500 micrometres thick. A field applied quickly along the film's polarization warms the film by about ten kelvin. The field is then held, and film and substrate are left to reach a common temperature. Their heat capacities per volume are nearly equal. Why is so little of the ten kelvin left, and where has the effect gone?

\section{The mechanism: a fixed amount of heat in a larger body}

The field makes the dipoles of the film more ordered and so lowers their entropy. If no heat can leave, the total entropy of the film stays constant in a reversible field step. The lattice vibrations must then gain the entropy that the dipoles lose, and the film warms.

This warming supplies a limited quantity of heat. Nothing renews it while the field is merely held. When the film touches a colder body, the heat spreads until both have one temperature. Temperature change is heat divided by heat capacity, and the capacity that counts is that of the whole stack. The substrate has little more capacity per volume than the film, but five hundred times the volume. The heat is still there; the temperature change has been diluted.

The argument requires that the stack be insulated from its surroundings during equilibration. It also takes film and substrate to have equal area. Both conditions are relaxed below.

\section{From the field to the heat}

Let $S$ be entropy, $P$ polarization and $u$ internal energy, all per volume of film, and $E$ the field. The film is poled, its mechanical constraint by the substrate is the same throughout, and hysteresis is neglected. The first law for reversible changes is
\begin{equation}
du=T\,dS+E\,dP .
\end{equation}
Temperature and field are the controlled variables, so define $G=u-TS-EP$. Then
\begin{align}
dG&=du-T\,dS-S\,dT-E\,dP-P\,dE\nonumber\\
&=-S\,dT-P\,dE .
\end{align}
Hence $S=-(\partial G/\partial T)_E$ and $P=-(\partial G/\partial E)_T$. The mixed second derivatives of $G$ are equal, which gives
\begin{equation}
\left(\frac{\partial S}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E\equiv-p .
\end{equation}
Polarization falls on heating, so $p>0$ is the magnitude of the pyroelectric coefficient. The minus sign says that the field lowers the entropy.

Let $C_f=T(\partial S/\partial T)_E$ be the heat capacity per volume at constant field. Then
\begin{equation}
dS=\frac{C_f}{T}\,dT-p\,dE .
\end{equation}
Take $p$ and $C_f$ constant. The two assumptions agree with each other, because
\begin{equation}
\left(\frac{\partial C_f}{\partial E}\right)_T
=T\frac{\partial^2 S}{\partial E\,\partial T}
=T\left(\frac{\partial^2 P}{\partial T^2}\right)_E ,
\label{eq:cfield}
\end{equation}
which vanishes when $p$ does not depend on temperature. For a fast step from zero field at $T_0$ to field $E$, set $dS=0$ and integrate:
\begin{equation}
C_f\ln\frac{T_{\rm hot}}{T_0}=pE,\qquad
\Delta T=T_{\rm hot}-T_0=T_0\left(e^{pE/C_f}-1\right).
\label{eq:adiabatic}
\end{equation}

Now hold the field and let the film cool to $T_1$. With $dE=0$, the heat it gives up per volume is
\begin{equation}
\int_{T_1}^{T_{\rm hot}}T\,dS=\int_{T_1}^{T_{\rm hot}}C_f\,dT=C_f(T_{\rm hot}-T_1).
\end{equation}
This differs from the loss of internal energy. As the film cools, its polarization rises and the voltage source does work $E\,dP$ on it. The balance between film and substrate must therefore be written for heat, with the capacity at constant field.

\section{From the heat to the final temperature}

Let $d_f$ and $d_s$ be the thicknesses and $C_s$ the substrate's heat capacity per volume. Per unit area, the heat lost by the film equals the heat gained by the substrate:
\begin{equation}
C_fd_f(T_{\rm hot}-T_1)=C_sd_s(T_1-T_0).
\label{eq:balance}
\end{equation}
Write $\Delta T_{\rm final}=T_1-T_0$, so that $T_{\rm hot}-T_1=\Delta T-\Delta T_{\rm final}$. Dividing by $C_fd_f$ gives
\begin{align}
\Delta T-\Delta T_{\rm final}&=r\,\Delta T_{\rm final},
\qquad r=\frac{C_sd_s}{C_fd_f},\nonumber\\
\Delta T_{\rm final}&=\frac{\Delta T}{1+r}.
\label{eq:final}
\end{align}
For equal capacities per volume, $r=500$ and the surviving fraction is $1/501$, or 0.20\%. No conductivity appears in the result: after an adiabatic step, conduction decides how soon the end state is reached, not what it is. If heat already flows while the field is rising, the end state depends slightly on the conductivities, by at most about 1\% in the example below.

Two limits show what matters. If $r\ll1$, the substrate is thermally light and nearly all of $\Delta T$ survives. If $r\gg1$, the surviving fraction is close to $1/r$. To keep a fraction $f$, equation (\ref{eq:final}) requires $1+r=1/f$, hence
\begin{equation}
d_s=\left(\frac1f-1\right)\frac{C_fd_f}{C_s}.
\label{eq:keep}
\end{equation}
Keeping half thus needs a substrate about as thick as the film when the capacities per volume are similar.

For $pE\ll C_f$, the exponential in (\ref{eq:adiabatic}) may be expanded to first order, $\Delta T\approx T_0pE/C_f$. The heat released per area is then
\begin{equation}
q=C_fd_f\,\Delta T\approx T_0\,pE\,d_f ,
\end{equation}
and for $r\gg1$
\begin{equation}
\Delta T_{\rm final}\approx\frac{q}{C_sd_s}\approx\frac{T_0\,pE\,d_f}{C_sd_s}.
\label{eq:nocf}
\end{equation}
The film's own heat capacity has dropped out. At fixed $p$, $E$ and thicknesses, a smaller $C_f$ makes the film hotter at first, but there is hardly any more heat to share.

\section{The numbers}

Take $T_0=500$~K, $E=0.5$~MV/cm $=5\times10^7$~V/m, and $p=0.12~\mu$C/(cm$^2$\,K) $=1.2\times10^{-3}$~C/(m$^2$\,K). Let $C_f=3.0$ and $C_s=3.2$~J/(cm$^3$\,K), with $d_f=1~\mu$m and $d_s=500~\mu$m. First,
\begin{equation}
\frac{pE}{C_f}=\frac{(1.2\times10^{-3})(5\times10^7)}{3.0\times10^6}=0.020,
\end{equation}
so $\Delta T=500\,(e^{0.020}-1)=10.1$~K. The heat released per area is
\begin{equation}
q=(3.0\times10^6)(10^{-6})(10.1)=30.3~{\rm J/m^2}.
\end{equation}
The ratio of heat capacities and the final rise are
\begin{equation}
r=\frac{3.2\times500}{3.0\times1}=533,\qquad
\Delta T_{\rm final}=\frac{10.1~{\rm K}}{534}=18.9~{\rm mK}.
\end{equation}
Only 0.19\% of the temperature change survives. A numerical solution of heat conduction through the two layers also ends at 18.9~mK.

If $C_f$ is doubled with $p$, $E$ and the thicknesses held fixed, the first rise falls to 0.498 of its value, while the final rise falls only to 0.993. This is the insensitivity expressed by (\ref{eq:nocf}). To keep half of $\Delta T$, equation (\ref{eq:keep}) gives $d_s=3.0/3.2=0.94~\mu$m. To keep 90\%, it gives $0.10~\mu$m.

\section{How quickly the ten kelvin disappears}

The time course needs the conductivities, taken as $\kappa_f=1.5$ and $\kappa_s=7$~W/(m\,K). Let $\theta(z,t)$ be the substrate temperature above $T_0$ at depth $z$ below the film. It obeys
\begin{equation}
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial z^2},\qquad D=\frac{\kappa_s}{C_s}.
\end{equation}

\subsection{Before the heat reaches the back face}

Once the film has given up most of its heat, its small capacity can be neglected. The heat $q$ then acts as if it had been released at the top of a very deep substrate with an insulated surface. Try
\begin{equation}
\theta=\frac{A}{\sqrt t}\,e^{-z^2/4Dt}.
\end{equation}
Its derivatives are
\begin{align}
\frac{\partial\theta}{\partial t}&=\left(-\frac1{2t}+\frac{z^2}{4Dt^2}\right)\theta,\qquad
\frac{\partial\theta}{\partial z}=-\frac{z}{2Dt}\,\theta,\nonumber\\
\frac{\partial^2\theta}{\partial z^2}&=\left(-\frac1{2Dt}+\frac{z^2}{4D^2t^2}\right)\theta .
\end{align}
The last line times $D$ equals the time derivative, and the slope vanishes at $z=0$ as insulation demands. The constant $A$ follows from the total heat:
\begin{equation}
q=C_s\int_0^\infty\theta\,dz=\frac{C_sA}{\sqrt t}\sqrt{\pi Dt}=A\sqrt{\pi\kappa_sC_s}.
\end{equation}
The film has nearly the temperature of the substrate's top, so its excess is
\begin{equation}
\theta_{\rm film}(t)\approx\frac{q}{\sqrt{\pi\kappa_sC_st}} .
\label{eq:spread}
\end{equation}
The heat occupies a depth of order $\sqrt{Dt}$, and the temperature falls as that depth grows.

Equation (\ref{eq:spread}) fails at early times, when the film still holds much of the heat and is not uniform in temperature. The time for heat to cross the film is of order $C_fd_f^2/\kappa_f=2~\mu$s. At 1~ms the formula gives 0.114~K, as does the full conduction calculation. That calculation gives 4.7~K at $1~\mu$s, 1.2~K at $10~\mu$s and 0.36~K at $100~\mu$s. More than half the rise is lost within a microsecond, so the field must be applied well within that time if the film is to show its full ten kelvin.

\subsection{After the heat reaches the back face}

With an insulated back face at $z=d_s$, the slope vanishes at both ends. The solutions with this property are cosines:
\begin{equation}
\theta=a_0+\sum_{n=1}^{\infty}a_n\cos\frac{n\pi z}{d_s}\,e^{-n^2t/\tau},
\qquad \tau=\frac{d_s^2}{\pi^2D}.
\end{equation}
The decay rate follows because two $z$-derivatives of the cosine give $-(n\pi/d_s)^2$. Initially all heat sits at $z=0$, where every cosine equals one. Multiplying the initial profile by $C_s\cos(n\pi z/d_s)$ and integrating over the substrate therefore gives $q$. On the right the different cosines are orthogonal, and the mean of $\cos^2$ is one half, so
\begin{equation}
q=C_sd_s\,a_0,\qquad q=\tfrac12C_sd_s\,a_n\quad(n\ge1).
\end{equation}
At $z=0$ this yields
\begin{equation}
\theta_{\rm film}(t)\approx\frac{q}{C_sd_s}\left(1+2\sum_{n=1}^{\infty}e^{-n^2t/\tau}\right).
\end{equation}
The prefactor is $\Delta T/r$, which differs from $\Delta T_{\rm final}$ by only 0.2\% here, the film's share of the heat. Numerically, $\tau=11.6$~ms. After 10~ms the conduction calculation gives 36~mK, still about twice the final value; after 100~ms it gives 18.9~mK.

\section{Would a slower field help?}

One might blame the sudden step, since heat then flows irreversibly from a hot film to a cold substrate. Suppose instead that the field rises so slowly that the whole stack keeps one temperature, yet fast enough that no heat escapes to the surroundings. The process is reversible and the total entropy is constant. Per area,
\begin{equation}
C_fd_f\ln\frac{T}{T_0}-pE\,d_f+C_sd_s\ln\frac{T}{T_0}=0 .
\end{equation}
Dividing by $C_fd_f$ and solving for $T$,
\begin{equation}
T-T_0=T_0\left[\exp\!\left(\frac{pE}{C_f(1+r)}\right)-1\right].
\end{equation}
This is 18.7~mK, about 1\% less than after the fast step. In a real film so small a difference is easily hidden: the leakage assumed below, taken as ohmic, adds 0.1~mK during a linear ramp of 0.1~s and 1~mK during one of 1~s. The fast route creates entropy when heat crosses a temperature difference, and at the same final field more entropy means a higher temperature. Irreversibility is therefore not what removes the ten kelvin. The large attached heat capacity removes it in either case.

\section{The effect can be called up again}

The film has not lost its ability to change temperature. Remove the field quickly after equilibration. Constant film entropy now gives $T_{\rm cold}=T_1e^{-pE/C_f}$, a cooling of
\begin{equation}
T_1-T_{\rm cold}=T_1\left(1-e^{-pE/C_f}\right)=9.90~{\rm K}.
\end{equation}
The film is briefly almost ten kelvin colder than the substrate, and then heat flows back. The new common temperature is
\begin{equation}
T_{\rm end}=\frac{T_{\rm cold}+rT_1}{1+r}=T_1-\frac{T_1-T_{\rm cold}}{1+r}.
\end{equation}
Subtracting $T_0$ and using $T_1-T_0=\Delta T/(1+r)$,
\begin{equation}
T_{\rm end}-T_0=\frac{\Delta T-(T_1-T_{\rm cold})}{1+r}
\approx\frac{0.20~{\rm K}}{534}=0.37~{\rm mK}.
\end{equation}
The stack does not return quite to its starting temperature. The field is zero at both ends of the cycle and no heat has entered from outside, so this warming must be paid for by electrical work. The stored energy is $(C_fd_f+C_sd_s)(T_{\rm end}-T_0)=0.60$~J/m$^2$. Direct integration of $E\,dP$ over the field cycle, multiplied by $d_f$, gives the same value.

A cooler can use this temperature change if its load exchanges heat with the film before the substrate does, though the load's own heat capacity dilutes the change in the same way. In this example only microseconds are available. One remedy is to make $r$ small, with a thin support or with many active layers that together outweigh it. Another is a very poor thermal contact between film and substrate, which delays the loss but does not change the end state. A conductance of $10^5$~W/(m$^2$\,K) would delay the loss of half the rise from about 0.9 to $23~\mu$s, but this is a thousand times lower than the value assumed below for a bonded interface.

\section{What a real film adds}

The parameters are rough values for a zirconium-rich lead zirconate titanate film near its Curie temperature, on strontium titanate. Electrocaloric changes of roughly ten kelvin have been inferred from polarization data for such films. The chosen $p$ is several times larger than is typical of lead zirconate titanate far from the transition. The assumption of equal areas is often broken, because the electrodes cover only part of the substrate. With active area $A_f$ and substrate area $A_s$, the two sides of (\ref{eq:balance}) acquire these factors, and $r$ becomes $C_sd_sA_s/(C_fd_fA_f)$. If one tenth is covered, the final rise drops to about 1.9~mK, provided the heat spreads sideways before leakage and surface losses matter. For a central strip on a substrate 2~mm wide, the centre of the strip comes within 10\% of the final rise after about 0.14~s. At a width of 10~mm this takes about 3.5~s, and the leakage assumed below then adds over half as much heat as the field released. If the substrate is clamped to a large block held at $T_0$, the electrocaloric rise tends to zero, and only about 0.4~mK from the leakage assumed below remains.

Other corrections can be sized with rough inputs:
\begin{itemize}
\item Electrodes of total thickness $0.2~\mu$m and capacity 2.9~J/(cm$^3$\,K) take up part of the film's heat. If they shared it fully before any reached the substrate, the rise would drop from 10.1 to 8.5~K; in fact the substrate draws heat at the same time. The electrodes add less than 0.1\% to the capacity of the stack, so their heat capacity hardly changes the final rise.
\item An interface conductance of $10^8$~W/(m$^2$\,K) delays the fall to one tenth of $\Delta T$ from 13.7 to $13.8~\mu$s. The interface gives almost no protection.
\item With surroundings at $T_0$, radiation and convection from both faces have a time constant of about 21~s. In $5\tau=58$~ms they remove about 0.3\% of the excess heat. Surroundings only 10~K colder, with no heater to balance the loss, would take more heat in that time than the field released.
\item A leakage current of $10~\mu$A/cm$^2$ adds about 1\% to the released heat in $5\tau$. If the field is held for 6~s, leakage supplies as much heat as the electrocaloric effect did, so a late reading would mislead.
\item A hysteresis loss of 0.5~J/cm$^3$ per cycle would heat the isolated film by 0.17~K, small beside ten kelvin. Per area it is 0.5~J/m$^2$, however, nearly as much as the 0.60~J/m$^2$ left in the stack after a loss-free cycle, so it would almost double that leftover warming.
\item The charging current heats the electrodes. Take a relative permittivity of 300, two electrodes of $0.1~\mu$m with resistivity $1.9\times10^{-7}~\Omega$\,m fed from one edge, and a ramp of $0.1~\mu$s. The loss per step is then about 0.01~J/m$^2$ for a pad 0.2~mm long, 0.75~J/m$^2$ for 2~mm and 2.7~J/m$^2$ for 10~mm, approaching the 3.3~J/m$^2$ of a sudden step. For pads of millimetre size it exceeds the 0.60~J/m$^2$ of the loss-free cycle.
\item The field stresses the clamped film, which in turn compresses the substrate and warms it. With transverse piezoelectric coefficient $e_{31}<0$ and substrate expansion coefficient $\alpha_s$, a thick substrate releases $2\alpha_sT_0|e_{31}|Ed_f$ per area, whatever its thickness. For $|e_{31}|=6$~C/m$^2$ and $\alpha_s=1.1\times10^{-5}$~K$^{-1}$ this is 3.3~J/m$^2$, about 11\% of $q$, and the final rise becomes 21~mK if $p$ is the value at fixed strain. A $p$ read from polarization data, with film and substrate heated together, already contains this share. It then gives the heat released in the whole stack but overstates the film's own first rise.
\end{itemize}
The film carries 50~V, and the field is half of a rough breakdown field of 1~MV/cm.

Near a Curie temperature the constancy of $p$ is doubtful. Let $p$ fall by 2\% of its starting value per kelvin, $p(T)=p\,[1-b(T-T_0)]$ with $b=0.02$~K$^{-1}$. Then $\partial^2P/\partial T^2=pb$, and (\ref{eq:cfield}) adds $TpbE$ to the heat capacity. At 500~K this is 0.6~J/(cm$^3$\,K), or 20\% of $C_f$. The first rise drops to 8.4~K, but the final rise remains 18.9~mK. The film is less hot and holds more heat per kelvin; to leading order the released heat is still $T_0pE$ per volume. The final rise thus barely registers this change in the film's heat capacity, although the first rise falls by about a sixth. The sign of $b$ is not fixed: below the Curie temperature and at low field, $p$ grows on heating. With $b=-0.02$~K$^{-1}$ the first rise is 12.7~K, while the leading-order heat is again $T_0pE$ per volume. A dependence of $p$ on the field acts differently. The product $pE$ is then replaced by the integral of $p$ over the field; if this integral changes, so does the heat released, and both rises change with it. Near the transition this dependence is strong, so the chosen $p$ stands for an average over the field. As an illustration, take the dipolar free energy $\tfrac12a_0(T-T_c)P^2+\tfrac14\beta P^4-EP$ with $a_0=1/(\varepsilon_0\cdot2\times10^5~{\rm K})$, $\beta=5\times10^8$ in SI units and $T_c=T_0+10$~K, and let $C_f$ be the lattice heat capacity. Then $p$ falls from $5.3\times10^{-3}$ to $0.8\times10^{-3}$~C/(m$^2$\,K) as the field is applied, with an average near $1.2\times10^{-3}$, and the two rises are 9.7~K and 18.8~mK. The numerical output lists the inputs and the main results.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough, rounded)
Start temperature: 500 K
Field: 0.5 MV/cm
Pyroelectric coefficient p: 0.12 uC/(cm2 K)
Heat capacity, film: 3 J/(cm3 K)
Heat capacity, substrate: 3.2 J/(cm3 K)
Thickness, film: 1 um
Thickness, substrate: 500 um
Conductivity, film: 1.5 W/(m K)
Conductivity, substrate: 7 W/(m K)
RESULTS
p E / C_film: 0.02
Adiabatic film rise: 10.1 K
Heat released per area: 30.3 J/m2
Heat capacity ratio r: 533.3
Final rise, formula: 18.9 mK
Final rise, conduction model: 18.9 mK
Surviving fraction: 0.1871 %
Surviving fraction, equal C: 0.1996 %
Rise for slow field: 18.72 mK
Substrate thickness that keeps half: 0.9375 um
Doubled C_film: adiabatic rise times: 0.4975
Doubled C_film: final rise times: 0.9931
Film excess after 1 us: 4.7 K
Film excess after 10 us: 1.201 K
Film excess after 100 us: 0.363 K
Film excess after 1 ms: 0.1143 K
Film excess after 10 ms: 0.03613 K
Film excess after 100 ms: 0.01891 K
Spreading law at 1 ms: 0.1142 K
Substrate equilibration time tau: 11.58 ms
Film cooling on fast field removal: 9.901 K
Warming left after full cycle: 0.3736 mK
Net electrical work per cycle: 0.5989 J/m2
NEGLECTED EFFECTS (rough inputs)
Film rise with 0.2 um of electrodes: 8.46 K
Time to 10% of rise, ideal contact: 13.7 us
Same, contact 1e8 W/(m2 K): 13.8 us
Heat-loss time to surroundings: 20.9 s
Waiting time 5 tau: 57.9 ms
Share lost to surroundings in 5 tau: 0.28 %
Leakage current density: 10 uA/cm2
Leakage heat in 5 tau / released heat: 0.96 %
Time for leakage to match released heat: 6.1 s
Hysteresis loss per cycle: 0.5 J/cm3
Film heating by that loss: 0.17 K
Fall of p with temperature: 2 %/K
Adiabatic rise with falling p: 8.39 K
Final rise with falling p: 18.9 mK
Voltage across film: 50 V
Field / rough breakdown field: 0.5
\end{verbatim}
